# Grid error and its correction in polar zero-point band shifts, part 1

(Sections cited here and not found follow in the second part.)

In a polar insulator the longitudinal optical (LO) phonon carries a macroscopic electric field. An electron at the bottom of the conduction band couples to it even at zero temperature, by virtual emission and reabsorption, and its energy is lowered. In Allen–Heine–Cardona (AHC) theory this zero-point shift is a sum over phonon wavevectors $\mathbf q$, which a first-principles calculation replaces by a sum over an $N\times N\times N$ grid. The long-wavelength field makes the squared coupling grow as $1/q^2$, so the grid samples a singular function and the point $\mathbf q=0$ cannot be evaluated at all. The question is how large the resulting error is, how it depends on $N$, and how to remove it.

## The sum to be computed

Hartree atomic units are used ($\hbar=e=m_0=4\pi\epsilon_{\rm vac}=1$), with energies quoted in meV. The assumptions are zero temperature, second order in the electron–phonon vertex, a nondegenerate band edge at $\Gamma$, one dispersionless LO branch of frequency $\omega$, isotropic dielectric constants, and a simple cubic cell of side $a$ and volume $\Omega=a^3$. The grid has spacing $h=2\pi/L$ with $L=Na$, and $V=L^3$.

**The vertex.** Let $u$ be the relative displacement of the two ions of a cell, $\mu$ their reduced mass, $Z$ the Born charge and $E$ the macroscopic field. The displacement field is $D=\epsilon_\infty E+4\pi Zu/\Omega$ and the equation of motion is $\mu\ddot u=-\mu\omega_{\rm TO}^2u+ZE$. In a static field $u=ZE/(\mu\omega_{\rm TO}^2)$, so $\epsilon_0=\epsilon_\infty+4\pi Z^2/(\Omega\mu\omega_{\rm TO}^2)$. In a longitudinal wave without free charge $D=0$, so $E=-4\pi Zu/(\Omega\epsilon_\infty)$, and the equation of motion gives

$$\omega^2=\omega_{\rm TO}^2+\frac{4\pi Z^2}{\Omega\epsilon_\infty\mu}=\omega_{\rm TO}^2\Big(1+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty}\Big)=\omega_{\rm TO}^2\frac{\epsilon_0}{\epsilon_\infty},$$

the Lyddane–Sachs–Teller relation. With $1/\epsilon^*=1/\epsilon_\infty-1/\epsilon_0=(\epsilon_0-\epsilon_\infty)/(\epsilon_0\epsilon_\infty)$ it follows that

$$\frac{\omega^2}{\epsilon^*}=\omega_{\rm TO}^2\,\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty^2}=\frac{4\pi Z^2}{\Omega\mu\epsilon_\infty^2}.$$

A longitudinal field of wavevector $q$ derives from a potential of modulus $|E|/q$. The quantised mode has amplitude $(2\mu\omega N^3)^{-1/2}$ per cell. Keeping the factor $N^{-3/2}$ outside the vertex, and setting the overlap of the periodic Bloch factors at $0$ and $\mathbf q$ to its limit 1,

$$|g_{\mathbf q}|^2=\Big(\frac{4\pi Z}{\Omega\epsilon_\infty q}\Big)^2\frac{1}{2\mu\omega}=\frac{2\pi}{\Omega q^2\omega}\cdot\frac{4\pi Z^2}{\Omega\mu\epsilon_\infty^2}=\frac{2\pi\omega}{\epsilon^*\Omega q^2}.$$

This is the Fröhlich vertex; the program tests the last equality symbolically.

**The shift.** An electron added at the band bottom, with no phonon, mixes with states holding the electron at $-\mathbf q$ and one phonon at $\mathbf q$, which lie higher by $\varepsilon_{\mathbf q}+\omega$, with $\varepsilon_{\mathbf q}\ge0$ measured from the edge. Second-order perturbation theory gives the intraband Fan term,

$$\Sigma_N=-\frac1{N^3}\sum_{\mathbf q\neq0}\frac{|g_{\mathbf q}|^2}{\varepsilon_{\mathbf q}+\omega}=-\frac{2\pi}{\epsilon^*V}{\sum_{\mathbf q}}'F(\mathbf q),\qquad F=\frac{\omega}{q^2(\varepsilon_{\mathbf q}+\omega)} .$$

The prime means that $\mathbf q=0$ is left out, which is the naive scheme. Since $1/V=h^3/(2\pi)^3$, the same sum is $\Sigma_N=-\frac{1}{4\pi^2\epsilon^*}h^3\sum'F$, and the converged value $\Sigma_\infty$ has $\int d^3q\,F$ in place of $h^3\sum'F$. For the valence edge the same formula, with the hole dispersion, lowers the energy of the state with one hole. The band energy is $E(\text{neutral})-E(\text{one hole})$, so it rises by that amount. The gap shift is therefore the sum of two negative numbers, the electron sum and the hole sum, and their grid errors add.

**The parabolic band.** With $\varepsilon=q^2/2m$ and $\kappa^2=2m\omega$, multiplying numerator and denominator by $2m$ gives

$$F=\frac{\kappa^2}{q^2(q^2+\kappa^2)}=\frac1{q^2}-\frac1{q^2+\kappa^2}.$$

Over a sphere of radius $R$, $\int 4\pi q^2F\,dq=4\pi\kappa\arctan(R/\kappa)$, so the contribution to the shift is

$$S(R)=-\frac{\kappa}{\pi\epsilon^*}\arctan\frac R\kappa=-\alpha\omega\,\frac2\pi\arctan\frac R\kappa,\qquad \alpha\omega=\frac{1}{\epsilon^*}\sqrt{\frac{m\omega}{2}}=\frac{\kappa}{2\epsilon^*},$$

where $\alpha=\sqrt{m/2\omega}/\epsilon^*$ is the Fröhlich constant. For $R\to\infty$ this is $-\alpha\omega$, and half of it comes from $q<\kappa$. The length $1/\kappa$ is the polaron radius.

## A model with a known answer

A grid error can be measured only against an exact value. A lattice-periodic version of the problem has one. Take $\varepsilon_{\mathbf q}=\sum_i(1-\cos q_ia)/(m_ia^2)$ and replace $q^2$ in the vertex by $Q^2=2\sum_i(1-\cos q_ia)/a^2$. Write both denominators as Laplace integrals, $1/Q^2=a^2\int_0^\infty d\tau\,e^{-\tau a^2Q^2}$ and $\omega/(\varepsilon+\omega)=\int_0^\infty d\sigma\,e^{-\sigma(1+\varepsilon/\omega)}$. The zone average then factorises, and each direction gives $\frac1{2\pi}\int_{-\pi}^{\pi}d\theta\,e^{-z(1-\cos\theta)}=e^{-z}I_0(z)$, the integral representation of the modified Bessel function:

$$\Sigma_\infty=-\frac{2\pi}{\epsilon^*a}\int_0^\infty\!d\tau\int_0^\infty\!d\sigma\,e^{-\sigma}\prod_ie^{-z_i}I_0(z_i),\qquad z_i=2\tau+\frac{\sigma}{m_i\omega a^2}.$$

No $\mathbf q$ grid enters. For equal masses $\varepsilon=Q^2/2m$ and $F=1/Q^2-1/(Q^2+\kappa^2)$, which gives the single integral $-\frac{2\pi}{\epsilon^*a}\int d\tau\,(1-e^{-\kappa^2a^2\tau})[e^{-2\tau}I_0(2\tau)]^3$; the program tests that the two agree.

The parameters are round model values: $a=10$ bohr, $m_e=0.5$, $m_h=1.0$, $\epsilon_\infty=5$, $\epsilon_0=10$, $\omega=50$ meV. Then $1/\epsilon^*=1/5-1/10$, $\epsilon^*=10$, $\kappa=0.042866$ bohr$^{-1}$, $1/\kappa=23.33$ bohr, $\kappa a=0.4287$, $\alpha=1.1664$ and $\alpha\omega=58.32$ meV. The exact electron shift is $\Sigma_\infty=-60.789$ meV $=-2.23395\times10^{-3}$ Ha. It differs from $-\alpha\omega$ through two opposite effects: the finite zone cuts off the integral, while $1-\cos x\le x^2/2$ makes the lattice integrand larger than the parabolic one at every point. The output shows that the second is the larger here. With $\alpha$ near 1, higher orders of perturbation theory would change the physical shift; the small errors discussed below are errors relative to the second-order value of this model.

The naive sum gives $-38.89$ meV at $N=16$, $-49.01$ at $N=32$ and $-54.79$ at $N=64$. The errors are $21.90$, $11.78$ and $6.00$ meV, or 36%, 19% and 10% of $|\Sigma_\infty|$. Eight times more points only halve the error.

## Why the error falls as $1/N$

A smooth periodic integrand is summed by a uniform grid with an error that falls faster than any power of $h$. The power law comes from the origin. Let $\phi_d$ be homogeneous of degree $d>-3$, $\phi_d(s\mathbf q)=s^d\phi_d(\mathbf q)$, smooth away from the origin, and let $\chi$ be a smooth cutoff equal to 1 near the origin. Substituting $\mathbf q=h\mathbf x$,

$$h^3{\sum_{\mathbf n}}'\phi_d(h\mathbf n)\chi(h\mathbf n)-\int d^3q\,\phi_d\chi=h^{3+d}\Big[{\sum_{\mathbf n}}'\phi_d(\mathbf n)\chi(h\mathbf n)-\int d^3x\,\phi_d(\mathbf x)\chi(h\mathbf x)\Big].$$

The bracket tends to a constant $C_d$ as $h\to0$. To see this, split $\phi_d=\phi_dw+\phi_d(1-w)$ with a smooth window $w(\mathbf x)$ of fixed size on the unit grid. The first part gives a number independent of $h$. The second part is smooth everywhere, and by the Poisson formula below its sum minus its integral is a sum of Fourier coefficients at nonzero wavevectors. Integrating by parts $p$ times expresses these through $p$-th derivatives, which decay as $|\mathbf x|^{d-p}$ and are integrable for $p>d+3$, while the terms that differentiate $\chi(h\mathbf x)$ are of order $h^{p-d-3}$ and vanish for $h\to0$. So a term of degree $d$ costs an error $C_dh^{3+d}$.

Now expand the integrand, using $\omega/(\varepsilon+\omega)=1-\varepsilon/(\varepsilon+\omega)$:

$$F=\frac1{q^2}-\frac{\varepsilon_{\mathbf q}}{q^2(\varepsilon_{\mathbf q}+\omega)} .$$

The first term has degree $-2$ and gives an error $\propto h\propto1/N$. It contains neither the mass nor $\omega$, because the $\omega$ of the vertex cancels the $\omega$ of the denominator at $q\to0$. The second term starts at degree 0, since $\varepsilon$ is quadratic, and gives $N^{-3}$.

A term of degree $-1$ would give $N^{-2}$. For the LO branch the expansion consists of polynomials divided by powers of $q^2$, so a term of odd degree is odd under $\mathbf q\to-\mathbf q$. The grid is symmetric under this map, and such terms drop out of both sum and integral. This disposes of the cross term between the $1/q$ vertex and a short-range vertex. Interband Fan terms carry an overlap of Bloch factors of different bands, which is $O(q)$ and cancels the $1/q$ of the vertex, over a finite energy denominator, so they start at degree 0. The Debye–Waller term of the LO branch has no singular vertex and also starts at degree 0. These last three statements are power counting and are not tested by the program, whose model has the intraband term only. The error series is $N^{-1},N^{-3},N^{-5},\dots$

## The coefficient is a Madelung constant

For the parabolic band on an unbounded grid the error has a closed form. On the grid $\mathbf q=h(\mathbf n+\mathbf s)$ the comb $h^3\sum_{\mathbf n}\delta(\mathbf q-h\mathbf n-h\mathbf s)$ is periodic, and its Fourier series is $\sum_{\mathbf R}e^{i(\mathbf q-h\mathbf s)\cdot\mathbf R}$ over the supercell lattice $\mathbf R=L\mathbf n$. Multiplying by $f(\mathbf q)/(2\pi)^3$ and integrating gives the Poisson formula

$$\frac1V\sum_{\mathbf q}f(\mathbf q)=\sum_{\mathbf R}e^{-ih\mathbf s\cdot\mathbf R}\tilde f(\mathbf R),\qquad\tilde f(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.$$

The term $\mathbf R=0$ is the exact integral and the rest is the grid error. For $f=1/(q^2+\kappa^2)$ the angular integral gives $\tilde f=\frac1{2\pi^2r}\int_0^\infty\frac{q\sin qr}{q^2+\kappa^2}dq$, and the residue at $q=i\kappa$ makes the integral $\frac\pi2e^{-\kappa r}$, so $\tilde f=e^{-\kappa r}/4\pi r$.

To apply the formula to $F$, regularise it as $F_\nu=1/(q^2+\nu^2)-1/(q^2+\kappa^2)$, which is smooth, decays as $q^{-4}$, and tends to $F$ at every $\mathbf q\ne0$ as $\nu\to0$. Its transform is $(e^{-\nu r}-e^{-\kappa r})/4\pi r$. For the $\Gamma$-centred grid ($\mathbf s=0$), move the omitted point $F_\nu(0)=1/\nu^2-1/\kappa^2$ to the right:

$$\frac1V{\sum_{\mathbf q}}'F_\nu-\tilde F_\nu(0)=\frac1{4\pi}\Big[{\sum_{\mathbf R}}'\frac{e^{-\nu R}}R-\frac{4\pi}{V\nu^2}\Big]-{\sum_{\mathbf R}}'\frac{e^{-\kappa R}}{4\pi R}+\frac1{V\kappa^2}.$$

In the bracket, $4\pi/(V\nu^2)=V^{-1}\int d^3r\,e^{-\nu r}/r$ is the potential of a uniform unit charge per supercell. The bracket is thus the potential at one site of a cubic lattice of unit charges in a neutralising background. It equals $1/L$ times a function of $\nu L$, and its limit defines the Madelung constant, bracket $\to-M/L$. Multiplying by $-2\pi/\epsilon^*$,

$$E(L)\equiv\Sigma_N-\Sigma_\infty=\frac{M}{2\epsilon^*L}-\frac{2\pi}{\epsilon^*\kappa^2L^3}+\frac1{2\epsilon^*}{\sum_{\mathbf R}}'\frac{e^{-\kappa R}}{R}.$$

**Evaluating $M$.** Transforming $1/(q^2+\nu^2)=\int_0^\infty dt\,e^{-t(q^2+\nu^2)}$ gives $e^{-\nu r}/4\pi r=\int_0^\infty dt\,e^{-t\nu^2}G_t(r)$ with $G_t=(4\pi t)^{-3/2}e^{-r^2/4t}$. Set $L=1$ and split at $t_0=1/4\gamma^2$. For $t<t_0$ and $\nu\to0$, the substitution $y=r/2\sqrt t$ turns $G_t\,dt$ into $e^{-y^2}dy/(2\pi^{3/2}r)$ on $y>\gamma r$, which integrates to $\operatorname{erfc}(\gamma r)/4\pi r$. For $t>t_0$, Poisson's formula gives $\sum'_{\mathbf R}G_t=\sum_{\mathbf q}e^{-tq^2}-(4\pi t)^{-3/2}$ with $\mathbf q=2\pi\mathbf p$. Integrating from $t_0$, a point $\mathbf q\ne0$ gives $e^{-t_0q^2}/q^2$; the point $\mathbf q=0$ gives $e^{-t_0\nu^2}/\nu^2$, which with the background $-1/\nu^2$ tends to $-t_0$; the last term gives $-2(4\pi)^{-3/2}t_0^{-1/2}$. Multiplying all by $4\pi$,

$$-M={\sum_{\mathbf n}}'\frac{\operatorname{erfc}(\gamma n)}{n}+{\sum_{\mathbf p}}'\frac{e^{-\pi^2p^2/\gamma^2}}{\pi p^2}-\frac{2\gamma}{\sqrt\pi}-\frac{\pi}{\gamma^2}.$$

This Ewald sum gives $M=2.837297$, tested to be the same for two values of $\gamma$.

**The shifted grid.** For $\mathbf s=(\frac12,\frac12,\frac12)$ the phase is $e^{-i\pi(n_1+n_2+n_3)}=\pm1$ and no point is omitted. The terms $1/\nu^2$ and $1/\kappa^2$ are absent, both real-space sums carry alternating signs, $\mathbf p$ runs over $\mathbf n+\mathbf s$, and $-\pi/\gamma^2$ drops out. The constant is that of rock salt, $M_s=1.747565$. Avoiding the singular point reduces the coefficient by the factor $1.7476/2.8373=0.616$ and removes the $\kappa^{-2}L^{-3}$ term, and it leaves the power $1/N$.

The program tests $E(L)$ for both grids at $L=40$, $80$ and $200$ bohr against direct sums of $F$ minus a quadrature; at $L=40$ bohr on the centred grid both give $45.467332$ meV.

**Meaning and limits.** An $N^3$ grid is a periodic supercell of side $L$. The Madelung energy per cell of a periodic array of unit charges in a neutralising background is half the site potential, $-M/2L$. The ions change the screened interaction by the factor $1/\epsilon_0-1/\epsilon_\infty=-1/\epsilon^*$, and the product of the two is the leading term $+M/(2\epsilon^*L)$, which depends only on the charge and the screening. A cruder picture, in which the $1/r^2$ polarisation field is simply cut off outside a sphere of the supercell volume, of radius $R_s=L(3/4\pi)^{1/3}$, loses the energy $\frac1{8\pi\epsilon^*}\int_{R_s}^\infty r^{-4}\,4\pi r^2dr=1/(2\epsilon^*R_s)=0.806/(\epsilon^*L)$. It has the right sign and scaling but only 57% of the coefficient $M/2=1.419$. The error is positive, so the grid underestimates the size of the shift. In terms of $N$,

$$E=\frac AN-\frac B{N^3}+\text{images},\qquad A=\frac M{2\epsilon^*a},\qquad B=\frac{2\pi}{\epsilon^*\kappa^2a^3}.$$

Here $A=2.837297/(2\cdot10\cdot10)$ Ha $=386.03$ meV, and with $1/(\kappa a)^2=5.4423$, $B=2\pi\cdot5.4423/100$ Ha $=9305$ meV. A raw error of 1 meV needs $N\approx386$, or $5.75\times10^7$ points. The ratio of the second term to the first is $4\pi/(M\kappa^2L^2)$ and the images fall as $e^{-\kappa L}$, so the $1/N$ law holds only for $\kappa L\gg1$: the supercell must be much larger than the polaron. In the opposite limit, $\Sigma_N<0$ implies $E<\alpha\omega$ for the parabolic band, so $E$ saturates while $A/N$ keeps growing.

| $N$ | $\kappa L$ | $\Sigma_N$ | error | $A/N$ | $B/N^3$ | $E(L)$ |
|---|---|---|---|---|---|---|
| 4 | 1.71 | −15.237 | 45.552 | 96.508 | 145.389 | 45.467 |
| 8 | 3.43 | −25.891 | 34.898 | 48.254 | 18.174 | 34.917 |
| 16 | 6.86 | −38.890 | 21.899 | 24.127 | 2.272 | 21.914 |
| 32 | 13.72 | −49.012 | 11.777 | 12.064 | 0.284 | 11.780 |
| 64 | 27.43 | −54.793 | 5.996 | 6.032 | 0.035 | 5.996 |
| 96 | 41.15 | −56.778 | 4.011 | 4.021 | 0.011 | 4.011 |

Energies are in meV. The column "error" is the lattice sum minus the Bessel integral. At $N=32$, $12.064-0.284=11.780$ against the measured $11.777$. At $N=4$ the term $A/N$ is twice the true error.

The $1/N$ coefficient can be isolated from two fine grids. If $e_N=A/N-B/N^3$ then $N^3e_N=AN^2-B$, so $A=(96^3e_{96}-64^3e_{64})/(96^2-64^2)$. The lattice sums give $386.034$ meV for the centred and $237.768$ meV for the shifted grid, equal to the Ewald values, tested to $10^{-4}$ relative. A band with masses $(0.3,0.6,1.2)$ and $\omega=80$ meV has a different shift, $-81.485$ meV, and the coefficient $386.038$ meV, which tests the independence of mass and frequency. For the gap the valence shift is $+86.327$ meV, the gap shift is $-60.789-86.327=-147.116$ meV $=-5.4064\times10^{-3}$ Ha, and the coefficient is $772.07$ meV $=2A$. At $N=16$ the gap error is $44.875$ meV, 31% of the gap shift. The hole's part is $44.875-21.899=22.976$ meV. Doubling the mass doubles $\kappa^2$ and halves $B$, so $A/N-B/2N^3=24.127-1.136=22.991$ meV, and the remaining $-0.015$ meV is of the size of the lattice term derived below.

## The adiabatic sum is worse

The adiabatic form of AHC theory drops $\omega$ from the denominator, so that $F\to\omega/(q^2\varepsilon)=\kappa^2/q^4$. Degree $-4$ is not integrable in three dimensions, and the grid acts as the infrared cutoff:

$$\Sigma^{\rm ad}_N\simeq-\frac{2\pi\kappa^2}{\epsilon^*L^3h^4}{\sum_{\mathbf n}}'\frac1{n^4}=-\frac{\kappa^2LZ_4}{(2\pi)^3\epsilon^*},\qquad Z_4={\sum_{\mathbf n}}'\frac1{n^4},$$

using $h^{-4}=L^4/(2\pi)^4$. To evaluate $Z_4$, write $n^{-4}=\pi^2\int_0^\infty t\,e^{-\pi tn^2}dt$ and split at $t=1$. With $x=\pi n^2$ the part $t>1$ gives $(1+x)e^{-x}/x^2$. For $t<1$, Poisson's formula gives $\sum'e^{-\pi tn^2}=t^{-3/2}(1+\sum'e^{-\pi n^2/t})-1$; the two constant terms integrate to $2-\frac12$, and $t=1/u$ turns the rest into $\int_1^\infty u^{-3/2}e^{-xu}du=2e^{-x}-2\sqrt{\pi x}\operatorname{erfc}\sqrt x$ after one integration by parts. The total is $Z_4=16.53232$. The predicted slope is $-3.3325$ meV per unit $N$, and the grids give $(-323.69+217.02)/32=-3.333$. The value at $N=16$, $-56.84$ meV, happens to lie near the non-adiabatic $-60.79$ meV, which is an accident of where a diverging sequence is stopped.

Adding an imaginary part $i\eta$ to the denominator and taking the real part replaces $1/\varepsilon$ by $\varepsilon/(\varepsilon^2+\eta^2)$, so

$$F_\eta=\frac{\omega\,\varepsilon}{q^2(\varepsilon^2+\eta^2)}=\frac{\kappa^2}{q^4+\lambda^4},\qquad\lambda^2=2m\eta .$$

This is smooth. Its poles at $q=\lambda e^{\pm i\pi/4}$ make the image terms fall as $e^{-\lambda L/\sqrt2}$. The limit, however, depends on $\eta$. Averaging $\int_0^\infty\frac{u^2du}{u^4+1}$ with its image under $u\to1/u$ and setting $v=u-1/u$ gives $\frac12\int_{-\infty}^\infty\frac{dv}{v^2+2}=\frac{\pi}{2\sqrt2}$. Hence $\int4\pi q^2F_\eta\,dq=\sqrt2\pi^2\kappa^2/\lambda$ against $2\pi^2\kappa$ for $F$, and the parabolic shift is $-\alpha\omega\sqrt{\omega/2\eta}$. For $\eta=100$ meV this is half of $-\alpha\omega$, $-29.2$ meV; the lattice zone value is $-31.576$ meV, about half of the non-adiabatic lattice shift. Broadening buys grid convergence at the price of an arbitrary answer.

The naive grid sum has an error that falls only as $1/N$ once $\kappa L\gg1$, with a coefficient fixed by the Madelung constant and the screening, while the adiabatic sum diverges or, if broadened, converges to a value that depends on $\eta$. It remains to remove the grid error, by extrapolation or by subtracting a model and adding its integral, and to see how far such a correction can repair a broadened adiabatic calculation.
